# Why a four-site Hückel chain is 5.8 times as polarizable as a bond

## Question

I am stuck on an exercise about the electronic polarizability of conjugated segments in organic dielectrics. It asks for the "uncoupled longitudinal polarizability" of a uniform, straight four-site Hückel chain with four electrons. I have to show that it is about 5.8 times that of a two-site bond with two electrons, for the same hopping and the same spacing.

Four electrons on four sites look to me like two bonds, so I would have guessed a factor of 2. I also don't know which pairs of orbitals belong in the perturbation sum. The field mixes the two filled orbitals with each other; does that count? And what does "uncoupled" exclude? If the factor really is 5.8, where does it come from, and would a real molecule show it?

## Answer

Your factor of 2 is right for two bonds that do not communicate. In the uniform chain the electrons can also cross the middle bond, and that makes the difference. Mixing between two filled orbitals cancels out of the total energy, as shown below.

### The model and the meaning of "uncoupled"

Each site carries one orbital, and orbitals on different sites are orthogonal. All site energies are equal and set to zero. Neighbouring sites are connected by a matrix element $-t$, with $t>0$. The sites lie on a line with spacing $a$, and $x$ is measured from the centre. I take the position operator to be diagonal in the sites, so an electron on site $j$ is simply at $x_j$.

A field $F$ along the chain has the potential $-Fx$. An electron has charge $-e$, so its energy changes by $+eFx$. The positive cores add a term linear in $F$, which vanishes for centred positions. The polarizability $\alpha$ is defined by

$$E(F)=E(0)-\tfrac12\alpha F^2+\dots$$

"Uncoupled" means that each electron responds to the applied field alone. The charge displaced by the field does not act back on the site energies or on $t$.

### Which transitions count

Let $\varepsilon_i$ be the orbital energies without field and $x_{im}$ the matrix elements of $x$ between orbitals. Second-order perturbation theory gives

$$\varepsilon_i(F)=\varepsilon_i+eFx_{ii}+e^2F^2\sum_{m\neq i}\frac{|x_{im}|^2}{\varepsilon_i-\varepsilon_m}.$$

The chain is symmetric under reflection, so every orbital is even or odd. Since $x$ is odd, it connects only orbitals of opposite parity, and $x_{ii}=0$.

Now sum over the filled orbitals, with two electrons in each. If $i$ and $m$ are both filled, the pair appears twice, once with denominator $\varepsilon_i-\varepsilon_m$ and once with $\varepsilon_m-\varepsilon_i$. The numerators are equal, so the two terms cancel. What remains is

$$E(F)-E(0)=-2e^2F^2\sum_{i\,\text{filled}}\ \sum_{m\,\text{empty}}\frac{|x_{im}|^2}{\varepsilon_m-\varepsilon_i}.$$

Setting this equal to $-\alpha F^2/2$ gives

$$\alpha=4e^2\sum_{i\,\text{filled}}\ \sum_{m\,\text{empty}}\frac{|x_{im}|^2}{\varepsilon_m-\varepsilon_i}.$$

One factor of 2 in the 4 is spin; the other comes from the $\tfrac12$ in the definition of $\alpha$.

### Two sites

The sites are at $\mp a/2$. The orbitals are $(1,1)/\sqrt2$ with energy $-t$, which is filled, and $(1,-1)/\sqrt2$ with energy $+t$, which is empty. Therefore

$$x_{12}=\tfrac12\left(-\tfrac a2\right)-\tfrac12\left(\tfrac a2\right)=-\tfrac a2,\qquad \varepsilon_2-\varepsilon_1=2t,$$

$$\alpha_2=4e^2\,\frac{a^2/4}{2t}=\frac{e^2a^2}{2t}.$$

### Four sites: levels and orbitals

Reflection symmetry reduces the problem to two amplitudes. Even orbitals have the form $(p,q,q,p)$ and odd ones $(p,q,-q,-p)$. Write $\varepsilon=-tz$. The equations for the first two sites are

$$-tq=-tz\,p,\qquad -t(p\pm q)=-tz\,q,$$

with the upper sign for even orbitals. The first gives $q=zp$. Inserting it in the second and dividing by $-tp$ gives $1\pm z=z^2$, so

$$z=\frac{1\pm\sqrt5}{2}\ \text{(even)},\qquad z=\frac{-1\pm\sqrt5}{2}\ \text{(odd)}.$$

In order of increasing energy the levels are

$$\varepsilon_1=-\tfrac{\sqrt5+1}{2}t,\quad \varepsilon_2=-\tfrac{\sqrt5-1}{2}t,\quad \varepsilon_3=+\tfrac{\sqrt5-1}{2}t,\quad \varepsilon_4=+\tfrac{\sqrt5+1}{2}t,$$

or $-1.618t$, $-0.618t$, $0.618t$ and $1.618t$. The four electrons fill the first two.

Normalization requires $2p^2+2q^2=1$, hence $p^2=1/[2(1+z^2)]$. For orbital 1, $z^2=(3+\sqrt5)/2$, and

$$p^2=\frac{1}{5+\sqrt5}=\frac{5-\sqrt5}{20}\equiv s^2,\qquad q^2=\frac12-s^2=\frac{5+\sqrt5}{20}\equiv l^2.$$

For orbital 2, $z^2=(3-\sqrt5)/2$, which exchanges the two values. Orbitals 3 and 4 have the same $z^2$ as orbitals 2 and 1, but negative $z$, so $q$ has the opposite sign to $p$. With $s,l>0$,

$$\begin{aligned}
\psi_1&=(s,\,l,\,l,\,s), & \psi_2&=(l,\,s,-s,-l),\\
\psi_3&=(l,-s,-s,\,l), & \psi_4&=(s,-l,\,l,-s).
\end{aligned}$$

### Four sites: the sum

Orbitals 1 and 3 are both even, and 2 and 4 are both odd, so $x_{13}=x_{24}=0$. Two transitions survive, $2\to3$ and $1\to4$. The sites are at $-\tfrac32a,-\tfrac12a,\tfrac12a,\tfrac32a$. Adding the sites in order,

$$\frac{x_{23}}{a}=-\frac32l^2+\frac12s^2+\frac12s^2-\frac32l^2=s^2-3l^2=-\frac{5+2\sqrt5}{10},$$

$$\frac{x_{14}}{a}=-\frac32s^2+\frac12l^2+\frac12l^2-\frac32s^2=l^2-3s^2=-\frac{5-2\sqrt5}{10}.$$

Their magnitudes are 0.947 and 0.053. The second is small because the inner and outer sites contribute with opposite signs and nearly equal size.

The energy gaps are $\varepsilon_3-\varepsilon_2=(\sqrt5-1)t$ and $\varepsilon_4-\varepsilon_1=(\sqrt5+1)t$. Squaring the displacements gives $(45\pm20\sqrt5)a^2/100$. To clear the denominators, use $(\sqrt5-1)(\sqrt5+1)=4$:

$$\frac{|x_{23}|^2}{\varepsilon_3-\varepsilon_2}=\frac{(45+20\sqrt5)(\sqrt5+1)}{400}\frac{a^2}{t}=\frac{65\sqrt5+145}{400}\frac{a^2}{t},$$

$$\frac{|x_{14}|^2}{\varepsilon_4-\varepsilon_1}=\frac{(45-20\sqrt5)(\sqrt5-1)}{400}\frac{a^2}{t}=\frac{65\sqrt5-145}{400}\frac{a^2}{t}.$$

The terms $\pm145$ cancel in the sum. Multiplying by $4e^2$,

$$\alpha_4=4e^2\,\frac{130\sqrt5}{400}\frac{a^2}{t}=\frac{13\sqrt5}{10}\frac{e^2a^2}{t}\approx2.907\,\frac{e^2a^2}{t},$$

and therefore

$$\boxed{\frac{\alpha_4}{\alpha_2}=\frac{13\sqrt5/10}{1/2}=\frac{13}{\sqrt5}\approx5.81}$$

The hopping and the spacing have dropped out because they are the same in both systems.

### Where the factor comes from

The transition $2\to3$ supplies 99.9 % of $\alpha_4$. Compare it with the single transition of the two-site bond:

- The squared displacement is larger by $(0.947/0.5)^2=3.59$.
- The energy gap falls from $2t$ to $1.236t$, which gives a factor $2/1.236=1.62$.

Their product is 5.81. The transition $1\to4$ adds less than 0.01 to the ratio.

### A second route, with an adjustable middle bond

To connect this result with your guess of 2, let the middle hopping be $rt$ and keep the outer hoppings at $t$ and all spacings at $a$. The energy can then be found without any orbitals. Measure energies in units of $t$ and define $f=eFa/t$. The Hamiltonian has diagonal elements $-\tfrac32f,-\tfrac12f,\tfrac12f,\tfrac32f$ and hoppings $-1,-r,-1$.

Reflecting the chain reverses the diagonal. Changing the sign of the orbitals on every second site reverses the hoppings. Together these operations turn $H$ into $-H$, so its eigenvalues come in pairs $\pm\lambda_1,\pm\lambda_2$, with $\lambda_1,\lambda_2>0$ at small $f$. The negative ones are filled:

$$\frac Et=-2(\lambda_1+\lambda_2)=-2\sqrt{S+2\sqrt P},\qquad S=\lambda_1^2+\lambda_2^2,\quad P=\lambda_1^2\lambda_2^2.$$

$S$ is half the trace of $H^2$, which is half the sum of all squared matrix elements:

$$S=\tfrac12\left[5f^2+2(2+r^2)\right]=2+r^2+\tfrac52f^2.$$

$P$ is the determinant. For a chain it can be built up site by site: $D_j=d_jD_{j-1}-h_{j-1}^2D_{j-2}$, where $d_j$ is the diagonal element, $h_{j-1}$ the hopping between sites $j-1$ and $j$, and $D_0=1$. This gives

$$\begin{aligned}
D_1&=-\tfrac32f,\qquad D_2=\tfrac34f^2-1,\\
D_3&=\tfrac12f\left(\tfrac34f^2-1\right)+\tfrac32r^2f,\\
P=D_4&=\tfrac32f\,D_3-D_2=1+\left(\tfrac94r^2-\tfrac32\right)f^2+\tfrac9{16}f^4.
\end{aligned}$$

To order $f^2$, $2\sqrt P=2+\left(\tfrac94r^2-\tfrac32\right)f^2$. Hence

$$S+2\sqrt P=4+r^2+\left(1+\tfrac94r^2\right)f^2+\dots$$

Expanding the outer square root,

$$\frac Et=-2\sqrt{4+r^2}-\frac{1+\frac94r^2}{\sqrt{4+r^2}}f^2+\dots$$

The second term equals $-\alpha F^2/(2t)$, and $f^2=e^2F^2a^2/t^2$. Solving for $\alpha$ and dividing by $\alpha_2$,

$$\alpha_4(r)=\frac{4+9r^2}{2\sqrt{4+r^2}}\,\frac{e^2a^2}{t},\qquad \frac{\alpha_4(r)}{\alpha_2}=\frac{4+9r^2}{\sqrt{4+r^2}}.$$

At $r=1$ this is $13/\sqrt5$ again. At $r=0$ it is $4/2=2$, your two separate bonds. The excess over 2 is thus due to hopping through the middle bond. A middle hopping weakened by 20 % ($r=0.8$) already lowers the ratio to 4.53.

### Numbers for a conjugated segment

Take $t=2.5$ eV and $a=0.14$ nm, rough values for neighbouring carbon sites in a $\pi$-conjugated segment. The two-site result is

$$\alpha_2=\frac{(1.602\times10^{-19}\,\text{C})(0.14\times10^{-9}\,\text{m})^2}{2\times2.5\,\text{V}}=6.28\times10^{-40}\ \text{C m}^2/\text{V}.$$

One factor of $e$ has cancelled against the electronvolt. Dividing by $4\pi\varepsilon_0$ gives a polarizability volume of 0.0056 nm³. The four-site chain has 5.81 times as much, $3.65\times10^{-39}$ C m²/V or 0.033 nm³.

In a strong dielectric field of 5 MV/cm, or 0.5 V/nm, $f=0.5\times0.14/2.5=0.028$. The four-site dipole is 0.0114 $e\,$nm, and it differs from the linear value $\alpha_4F$ by about 0.005 %. At 400 K the thermal energy is 0.034 eV, against a gap of 3.09 eV, so thermal filling of the empty orbitals is negligible.

### Would a real molecule show 5.8?

You should not expect it to. For the rough parameters used below and a trans backbone, the largest single correction comes from the assumption that the electrons do not repel each other; its size depends on the interaction chosen. Repulsion lets the displaced charge act back, which "uncoupled" excludes, and it also changes the ground state without field. The two-site bond shows both effects together. Let two electrons on one site repel with energy $U$ and electrons on neighbouring sites with energy $V$. Relative to one electron on each neutral site, a state with both electrons on one site costs $\Delta=U-V$.

There are two such ionic combinations, one even and one odd. The even one couples to the neutral singlet with matrix element $-2t$, so the ground-state energy is the lower root of $E(E-\Delta)=4t^2$:

$$E_g=\frac\Delta2-\sqrt{\frac{\Delta^2}4+4t^2}.$$

The ionic weight of the ground state is $w=E_g^2/(E_g^2+4t^2)$. The field connects the even ionic state to the odd one, which lies at $\Delta$, with matrix element $eFa$ in magnitude. Second-order perturbation theory then gives

$$\alpha_2=\frac{2e^2a^2w}{\Delta-E_g}.$$

For $\Delta=0$, $E_g=-2t$ and $w=\tfrac12$, which returns $e^2a^2/(2t)$. For $\Delta>0$ the ionic weight is smaller and the excitation energy larger, so the polarizability falls.

With a rough $U=11$ eV, the Ohno formula $V(R)=U/\sqrt{1+(4\pi\varepsilon_0UR/e^2)^2}$ for sites a distance $R$ apart gives 7.5 eV between neighbours, so $\Delta\approx3.5$ eV. At unchanged $t$, $\alpha_2$ drops to 0.48 of its uncoupled value. Full diagonalization of the four-site chain with the same interaction, the Pariser–Parr–Pople model, gives 0.30 of the uncoupled $\alpha_4$. The ratio becomes

$$5.81\times\frac{0.301}{0.476}\approx3.7.$$

That calculation solves the model with this repulsion exactly, but the model has only one orbital per site and keeps only the repulsion between site charges. The value also depends on the input: the Ohno form with $U=6$ eV gives 4.2, and a purely on-site repulsion of 6 eV gives 5.0. Two other changes, each made alone in the uncoupled model, also lower the ratio:

- **Shape.** In a polyene the carbon backbone is bent. In a trans zigzag with 120° angles, the spacing along the axis is $a\cos30^\circ$, so the axial polarizability acquires a factor $\cos^230^\circ=\tfrac34$. Compared with a two-site bond measured along itself, the ratio is 4.4. The largest polarizability of the zigzag lies in its plane, about 18° from this axis, and would give 4.8. A cis (U-shaped) chain with the same angles is shorter and gives only 2.2.
- **The other electrons.** The $\sigma$ electrons are missing. A rough additive 0.002 nm³ per carbon gives $(0.0328+0.008)/(0.0056+0.004)\approx4.2$. The input is uncertain: a Hartree–Fock partition assigns about half as much to the $\sigma$ electrons of ethylene and butadiene (0.0022 and 0.0038 nm³ along the long axis), which gives 4.7.

These corrections need not be independent, so I would not multiply them together. Included together in the model (repulsion, trans zigzag and the rough $\sigma$ term), they give about 2.3 to 2.4, so none of the single values above is a prediction for a particular molecule. For comparison, a Hartree–Fock calculation (6-31+G*) gives longitudinal volumes of about 0.005 nm³ for ethylene and 0.013 nm³ for trans-butadiene, a ratio near 2.5; the smaller 6-31G basis lowers both volumes by about 8 % and leaves the ratio at 2.5. The uncoupled four-site value of 0.033 nm³ thus exceeds the whole longitudinal polarizability of butadiene. Orbital overlap and nuclear motion are still left out. For a low-k film, the permittivity also depends on the density and orientation of the molecules and on their local fields, so a ratio of molecular polarizabilities is not a ratio of permittivities.

The value $13/\sqrt5$ is therefore the answer to your exercise, with its uniform hopping, straight geometry and independent electrons. The numerical output below includes a separate finite-field calculation, which gives 0.50000 and 2.90689 for the two polarizabilities in units of $e^2a^2/t$, in agreement with the formulas.

## Calculated quantities

```
Hopping t: 2.50 eV
Spacing a: 0.14 nm
Four-site levels / t: [-1.618 -0.618  0.618  1.618]
|x_23| / a: 0.94721
|x_14| / a: 0.05279
Gap 2-3 / t: 1.23607
Gap 1-4 / t: 3.23607
Term 2-3 of alpha_4 / (e^2 a^2/t): 2.90344
Term 1-4 of alpha_4 / (e^2 a^2/t): 0.00344
Share of term 2-3: 99.88 %
alpha_2 / (e^2 a^2/t), transitions: 0.50000
alpha_2 / (e^2 a^2/t), finite field: 0.50000
alpha_4 / (e^2 a^2/t), transitions: 2.90689
alpha_4 / (e^2 a^2/t), finite field: 2.90689
Ratio alpha_4/alpha_2: 5.8138
Squared-displacement factor: 3.5889
Gap factor: 1.6180
Product of the two factors: 5.8069
Ratio with middle bond cut: 2.0000
Two-site gap: 5.000 eV
Four-site frontier gap: 3.090 eV
Two-site polarizability volume: 0.00564 nm^3
Four-site polarizability volume: 0.03282 nm^3
Two-site alpha: 6.2805e-40 C m^2/V
Four-site alpha: 3.6514e-39 C m^2/V
Ratio, middle hopping 0.8 t: 4.531
Ratio, zigzag axial / straight bond: 4.360
On-site repulsion (rough input): 11.0 eV
Neighbour repulsion, Ohno: 7.513 eV
Interacting alpha_2 / uncoupled alpha_2: 0.476
Interacting alpha_4 / uncoupled alpha_4: 0.301
Ratio with electron repulsion: 3.670
Sigma volume per carbon (rough input): 0.002 nm^3
Ratio with sigma electrons added: 4.23
Applied field: 5.0 MV/cm
Reduced field eFa/t: 0.0280
Four-site induced dipole: 0.01139 e nm
Nonlinear change of dipole: -0.0051 %
Temperature: 400 K
Thermal energy kT: 0.0345 eV
Thermal occupation of lowest empty orbital: 3.4e-20
```
